Density of states for one pair of Bragg planes

**1. A decision about a bump**

A density of states computed for nearly free electrons shows a small maximum where the constant-energy sphere first touches a Bragg plane. One must decide whether to keep the maximum as physics or to refine the k mesh until it goes away. The answer depends on how many pairs of planes are touched. For a single pair the density of states has no maximum: it climbs steeply to first contact, stays flat, and rises again as a square root when the second band opens. What does peak at contact is the excess over the free-electron value. With two or three perpendicular pairs the density of states itself peaks.

**2. Model and conventions**

Hartree atomic units are used, so a free electron has energy k²/2. The density of states g(E) is per unit volume and counts both spins. The potential is

U(z) = 2V cos(Gz) = V exp(iGz) + V exp(−iGz), V > 0.

A negative V is the same potential moved by half a period, so the sign has no effect on g. The Bragg planes are kz = ±G/2, and the free-electron energy at their nearest points is

E_G = (G/2)²/2 = G²/8, so that G/2 = √(2E_G).

I assume 0 < V < E_G throughout; the weak-potential statements need V ≪ E_G.

The potential couples kz to kz ± G and leaves the transverse wave vector unchanged. In the two-wave model each wave with 0 < kz < G is coupled to its partner kz − G alone. These two are degenerate at kz = G/2, where the potential acts most strongly. One member of each pair lies in (0, G) and the other in (−G, 0), so each wave with |kz| < G is used once, and each pair of waves gives two levels.

**3. The longitudinal levels**

Write kz = G/2 + q with −G/2 < q < G/2. The two kinetic energies are

(G/2 + q)²/2 = E_G + q²/2 + Gq/2,
(−G/2 + q)²/2 = E_G + q²/2 − Gq/2.

With off-diagonal element V, the secular equation for the level e is

(E_G + q²/2 + Gq/2 − e)(E_G + q²/2 − Gq/2 − e) − V² = 0.

The product is a difference of squares, and G²q²/4 = 2E_G q². Hence

(e − E_G − q²/2)² = 2E_G q² + V²,
e±(q) = E_G + q²/2 ± √(2E_G q² + V²). (1)

At q = 0 the levels are E_G − V and E_G + V. I call the first energy contact and the second onset.

The upper branch grows with |q|, from E_G + V to

E_top = e₊(G/2) = 2E_G + √(4E_G² + V²).

For the lower branch,

de₋/d(q²) = 1/2 − E_G/√(2E_G q² + V²).

This is negative while the root is smaller than 2E_G. The branch therefore falls from its maximum E_G − V at q = 0 to a minimum where 2E_G q² + V² = 4E_G², that is, at q² = 2E_G − V²/(2E_G). The minimum value is

E_G + [E_G − V²/(4E_G)] − 2E_G = −V²/(4E_G).

This q² is slightly less than (G/2)² = 2E_G, so the branch rises a little before it ends at

E_0 = e₋(G/2) = 2E_G − √(4E_G² + V²) < 0.

The end |q| = G/2 corresponds to the zone centre. The small rise is an artifact: near kz = 0 the waves kz + G and kz − G matter equally, and the model keeps one of them. Expanding the root to fourth order in V gives E_0 + V²/(4E_G) ≈ V⁴/(64E_G³), so the rise spans a very thin energy range for weak V. The omitted wave acts over a wider range, of order V²/E_G: at kz = 0 it lowers the level by a further V²/(4E_G), which puts the band bottom near −V²/(2E_G). The two-wave g is therefore not quantitative close to the band bottom.

**4. The density of states is a length**

The transverse motion is free. Per unit area, the number of transverse states with energy below ε is

2 · π(2ε)/(2π)² = ε/π.

The factor 2 is spin, and π(2ε) is the area of the disc k⊥² < 2ε. The transverse density of states is thus 1/π for ε > 0, whatever ε is. Each longitudinal level below E contributes this constant, and there are dq/(2π) levels per unit length in each branch:

g(E) = (1/π) ∫ dq/(2π) [θ(E − e₋) + θ(E − e₊)] = L(E)/(2π²). (2)

Here θ is the unit step and L(E) is the total length of q, over both branches, on which the longitudinal energy is below E. For free electrons L = 2√(2E), which gives the familiar

g_free(E) = √(2E)/π².

Raising E can add to L but cannot remove anything from it, so g cannot decrease and cannot have a peak. The argument uses nothing about the potential except that it depends on z alone.

Broadening with a non-negative kernel K does not change this, because ∫K(x) g(E − x) dx is a sum of non-decreasing functions of E with non-negative weights. In a calculation with one pair of planes and such a kernel, a maximum must therefore come from another approximation, such as the k mesh.

**5. Inverting the levels**

To find L we need the values of q at which a branch passes through E. Put x = q² and e = E in the squared form of (1):

(E − E_G − x/2)² = 2E_G x + V²,
x²/4 − (E − E_G)x + (E − E_G)² = 2E_G x + V²,
x²/4 − (E + E_G)x + (E − E_G)² − V² = 0.

The discriminant contains (E + E_G)² − (E − E_G)² + V² = 4E E_G + V². With

S = √(4E E_G + V²)

the two roots are

q₋² = 2(E + E_G − S), q₊² = 2(E + E_G + S), (3)

and their product is

q₋² q₊² = 4[(E − E_G)² − V²]. (4)

By (4), q₋² is negative for |E − E_G| < V, and no level passes through E at that root.

Squaring has merged the branches, and the sign of E − E_G − x/2 separates them again: positive for e₊, negative for e₋. For x = q₊² it equals −2E_G − S, so q₊ belongs to the lower branch. For x = q₋² it equals S − 2E_G. At contact,

S² = 4E_G² − 4E_G V + V² = (2E_G − V)², so S = 2E_G − V < 2E_G.

At onset, in the same way, S = 2E_G + V > 2E_G. Since S grows with E, q₋ lies on the lower branch up to contact and on the upper branch from onset.

The root q₊ is the crossing beyond the minimum of e₋. It reaches the end G/2 at E = E_0 and lies outside the allowed range at higher energy. This leaves three cases.

- For E_0 ≤ E ≤ E_G − V, the lower branch is below E on q₋ < |q| < G/2, so L = 2(G/2 − q₋).
- For E_G − V ≤ E ≤ E_G + V, the whole lower branch is below E and none of the upper one, so L = G.
- For E_G + V ≤ E ≤ E_top, the part |q| < q₋ of the upper branch is added, so L = G + 2q₋.

Division by 2π² gives the closed form:

g(E) = (G/2 − q₋)/π² up to contact,
g(E) = G/(2π²) from contact to onset, (5)
g(E) = (G/2 + q₋)/π² from onset to E_top,
with q₋ = √{2[E + E_G − √(4E E_G + V²)]}.

In the thin range between −V²/(4E_G) and E_0 both crossings are inside the allowed interval, and g = (q₊ − q₋)/π².

For V → 0 we have S → 2√(E E_G), hence q₋ → |√(2E) − √(2E_G)|. With G/2 = √(2E_G), both outer lines of (5) become √(2E)/π², and the flat part shrinks to a point.

**6. The two edges**

For small q, √(2E_G q² + V²) ≈ V + E_G q²/V. Equation (1) becomes

e₊ ≈ E_G + V + q²/(2m₊), m₊ = V/(2E_G + V),
e₋ ≈ E_G − V − q²/(2m₋), m₋ = V/(2E_G − V).

Let δ be the distance in energy from the edge concerned. Then q₋ ≈ √(2mδ), and

g ≈ [G/2 − √(2m₋δ)]/π² just below contact,
g ≈ [G/2 + √(2m₊δ)]/π² just above onset. (6)

The slope is infinite on these two sides, while g stays finite. The second band starts as a square root because a small three-dimensional pocket opens: half an ellipsoid at each plane. Its longitudinal mass is small for weak V, and so is the prefactor of the root.

The range of the square-root law follows from (4). Above onset E − E_G = V + δ, so

q₋² = 4[(V + δ)² − V²]/q₊² = 8Vδ[1 + δ/(2V)]/q₊².

At onset q₊² = 4(2E_G + V), which reproduces 2m₊δ. The law needs δ ≪ 2V. Beyond that, the bracket makes the second band grow faster than the root, and the slow increase of q₊ offsets part of this.

**7. Where the peak is**

Let u = √(2E), w = √(2E_G) = G/2, and define the scaled excess Δ = π²(g − g_free) for E > 0. From (5),

Δ = w − u − q₋ up to contact,
Δ = w − u from contact to onset,
Δ = w − u + q₋ above onset.

On the flat part Δ falls steadily and passes through zero at E_G. For the other two parts we need derivatives. Since S² = u²w² + V² and q₋² = u² + w² − 2S,

dS/du = uw²/S, q₋ dq₋/du = u − uw²/S = −u(w² − S)/S.

Below contact S < w², and

dΔ/du = −1 + u(w² − S)/(S q₋).

This is positive when u(w² − S) > S q₋. Both sides are positive, so we may square, and then multiply by w²:

u²w²(w² − S)² > S² w²(u² + w² − 2S).

Insert u²w² = S² − V² on both sides. On the right, w²(u² + w² − 2S) = S² − V² + w⁴ − 2w²S = (w² − S)² − V². Thus

(S² − V²)(w² − S)² > S²[(w² − S)² − V²].

The terms S²(w² − S)² cancel. What remains is (w² − S)² < S², or S > w²/2 = E_G. The excess therefore falls while S < E_G and rises from there to contact. Setting S = E_G gives its minimum:

E_m = (E_G² − V²)/(4E_G).

Above onset S > w², and dΔ/du = −1 + u(S − w²)/(S q₋). The same squaring again gives the condition (S − w²)² < S², which now holds throughout because 0 < S − w² < S. The excess is most negative at onset and recovers above it.

At contact and onset q₋ = 0, so

Δ(contact) = w[1 − √(1 − V/E_G)] ≈ wV/(2E_G),
Δ(onset) = −w[√(1 + V/E_G) − 1] ≈ −wV/(2E_G).

At E_m, where S = E_G, equation (3) gives q₋² = 2E_m = u². Therefore

Δ(E_m) = w − 2√(2E_m) = w[1 − √(1 − V²/E_G²)] ≈ wV²/(2E_G²).

The peak at first contact is thus a cusp in the excess, first order in V, standing on a second-order background. The potential has pushed levels near the plane down below contact and up above onset. It is a local maximum: towards E = 0 the excess grows again, because the band bottom has moved below zero while g_free still starts there.

**8. What the omitted waves change**

At kz = G/2 the nearest omitted waves are ±3G/2, with energy 9E_G. The even combination of ±G/2 couples to the even combination of ±3G/2 with strength V, and likewise for the odd ones. To second order both edges shift by

V²/(E_G − 9E_G) = −V²/(8E_G).

The height of the flat part stays G/(2π²): between the edges the whole first band, of length G, lies below E, and none of the second.

Away from the edges and from the band bottom the correction is also of order V², but so is the excess itself. For 0 < kz < G/2, second-order perturbation theory lowers the level by V²/[2w(w − kz)] through kz − G and by V²/[2w(w + kz)] through the omitted kz + G. A lowering by η moves the crossing at energy E outwards by η/u, so with both waves

Δ ≈ [V²/(2wu)] [1/(w − u) + 1/(w + u)] = V²/[u(w² − u²)].

The minimum now lies at u² = w²/3, or E = E_G/3, whereas the two-wave model gives E_G/4 to leading order. The location and height of the shallow minimum therefore belong to the two-wave model; the cusp at contact is reliable to first order in V.

**9. Worked example**

Take the round parameters G = 1.6 bohr⁻¹ and V = 0.03 hartree. Then

E_G = 1.6²/8 = 0.32 hartree,
contact: 0.32 − 0.03 = 0.29 hartree (7.89 eV),
onset: 0.32 + 0.03 = 0.35 hartree (9.52 eV),
flat part: g = 1.6/(2π²) = 0.08106.

Densities of states are in states per hartree and bohr³. As a sample of (5), take E = 0.20 hartree:

S = √(4·0.20·0.32 + 0.03²) = √0.2569 = 0.50685,
q₋ = √[2(0.52 − 0.50685)] = 0.1622,
g = (0.8 − 0.1622)/π² = 0.0646.

Other energies follow in the same way:

E (hartree): g, g_free, excess
0.20: 0.06463, 0.06408, +0.00055
0.28: 0.07760, 0.07582, +0.00177
0.29: 0.08106, 0.07716, +0.00389
0.32: 0.08106, 0.08106, 0
0.35: 0.08106, 0.08477, −0.00371
0.36: 0.08431, 0.08597, −0.00167
0.45: 0.09571, 0.09612, −0.00041

At contact g is 5.0 % above the free value, and at onset 4.4 % below it. The minimum of the excess, at E_m = 0.079 hartree, is 0.00036, about eleven times smaller than the cusp.

The edge masses are m₋ = 0.03/0.61 = 0.049 and m₊ = 0.03/0.67 = 0.045 electron masses. At δ = 0.001 hartree above onset the second band contributes 0.00097 by (5) and 0.00096 by the root law. At δ = 0.01 hartree the values are 0.00325 and 0.00303, and at 0.05 hartree 0.00887 and 0.00678. The root law is then 7 % and 24 % below (5).

For the omitted waves I diagonalized the longitudinal problem numerically with eleven plane waves, kz + mG with m from −5 to 5. Contact moves by −0.00035 hartree and onset by −0.00036 hartree; the formula gives −0.00035 hartree. At E = 0.20 hartree g becomes 0.06469. This is 0.1 % more than the two-wave value, but it raises the small excess there by about 12 %.

**10. When the density of states itself peaks**

Let there be n perpendicular pairs of planes, n = 1, 2 or 3, each with the same G and V. Two planes of different pairs meet at a free-electron energy of at least 2E_G. Well below that, the regions of strong mixing on the energy surface are separate, and to leading order in V their excesses add:

g ≈ g_free + n(g₁ − g_free),

where g₁ is the result (5) for one pair. Between contact and onset π²g₁ = w, so

g ≈ [nw − (n − 1)√(2E)]/π². (7)

This is flat for n = 1 and falls with energy for n = 2 and 3. Together with the steep rise below contact, the fall makes a true peak.

Geometry gives the same result on the upper half of this range, E_G < E < E_G + V, where the free-electron sphere has crossed the planes (u > w). A free-electron surface of area A and radius u contributes 2A/[(2π)³u] = A/(4π³u) to the density of states. For u > w the first band loses 2n caps, each of area 2πu(u − w), so

A = 4πu² − 4πnu(u − w), A/(4π³u) = [u − n(u − w)]/π²,

which is (7). For one pair the remaining area is 4πuw. It grows in proportion to the speed u, so A/u, and with it g, stays fixed. Between contact and E_G the free sphere has not yet reached the planes, so this picture does not apply there, and (7) rests on the additive estimate.

For a numerical example, add a longitudinal energy (1) for each direction with planes and a free energy for each direction without. I counted the states below E on a mesh in kx and ky, with the length in kz found by interpolation, and differentiated the count over ±0.003 hartree:

E (hartree): g for n = 1, 2, 3
0.270: 0.0758, 0.0772, 0.0786
0.295: 0.0811, 0.0841, 0.0870
0.320: 0.0811, 0.0809, 0.0805
0.340: 0.0811, 0.0784, 0.0754

At these energies the counts differ from the additive estimate by less than 1 % of that estimate. For three pairs g falls by 13 % between 0.295 and 0.340 hartree; for one pair it stays flat.

A maximum at contact is thus to be expected when two or three perpendicular pairs with the same G and the same weak V are touched together. If one pair is touched, with the others far away in energy, this model gives a step-like shoulder, and a maximum there calls for a finer k mesh before it calls for an interpretation. A maximum that survives the refinement may be real, because in a crystal the transverse motion is not exactly free.
